# Compression Can Soften Phonons: Transverse Acoustic Modes in Silicon-Like Crystals

A model crystal with the diamond structure is squeezed from zero pressure to 10 GPa. Its bonds shorten from 2.350 to 2.287 Å. At the zone-boundary point X the transverse optical (TO) phonon rises from 64.5 to 73.6 meV and the longitudinal acoustic (LA) phonon from 52.0 to 58.5 meV. The transverse acoustic (TA) phonon at the same point falls from 18.6 to 16.0 meV.

The fall contradicts a plausible argument: shorter bonds are stiffer, stiffer bonds vibrate faster, so compression raises every frequency. The first step holds for stretching a bond. The argument fails because a phonon need not stretch bonds.

## The counter-example

**The model.** Each atom has four neighbours at distance $r$. From an atom of sublattice A they lie along $\mathbf n_i$, where

$$\sqrt3\,\mathbf n_1=(1,1,1),\quad \sqrt3\,\mathbf n_2=(1,-1,-1),\quad \sqrt3\,\mathbf n_3=(-1,1,-1),\quad \sqrt3\,\mathbf n_4=(-1,-1,1).$$

From an atom of sublattice B they lie along $-\mathbf n_i$. Different directions satisfy $\mathbf n_i\cdot\mathbf n_j=-1/3$. The cubic lattice constant is $a=4r/\sqrt3$. The energy has three parts:

- a bond energy $V(r)$ for each nearest-neighbour pair, with its minimum at $r_0$;
- an angle energy $\tfrac12K\Delta^2$ for each pair of bonds at an atom, with $\Delta=\cos\theta+\tfrac13$;
- a coupling $\kappa\,\Delta\Delta'$ between the angles at the two ends of a bond, when their outer bonds are antiparallel, so that the three bonds form a planar zigzag.

Both angular constants vary as $K=K_0(r_0/r)^p$ and $\kappa=\kappa_0(r_0/r)^p$. The bond is a Morse potential of depth $D=2.3$ eV and range parameter $\alpha=1.5$ Å$^{-1}$. The other round values are $r_0=2.35$ Å, $K_0=1.2$ eV, $\kappa_0=0.5$ eV, $p=8$ and mass $M=28$ u. The bond stiffness is

$$k=V''(r_0)=2D\alpha^2=10.35\ \text{eV/Å}^2 .$$

The algebra is in atomic units. I write $\lambda=M\omega^2$ for the stiffness of a mode, so $\omega=\sqrt{\lambda/M}$.

**Pressure.** Uniform compression keeps $\Delta=0$, so the angles store no energy. A primitive cell has four bonds and volume $v=a^3/4=16r^3/(3\sqrt3)$. Since $dv/dr=16r^2/\sqrt3$,

$$P=-\frac{4V'}{dv/dr}=-\frac{\sqrt3\,V'(r)}{4r^2}. \tag{1}$$

Positive pressure means $V'<0$: the bonds push outwards.

**One bond.** Let its ends be displaced relative to each other by $\mathbf d$, with components $d_\parallel$ along the bond and $\mathbf d_\perp$ across it. The new length is

$$\sqrt{(r+d_\parallel)^2+d_\perp^2}= r+d_\parallel+\frac{d_\perp^2}{2r}+\dots$$

To second order the energy is therefore

$$V+V'd_\parallel+\tfrac12V''d_\parallel^2+\tfrac12\frac{V'}{r}d_\perp^2. \tag{2}$$

The linear terms cancel in the sum over a phonon pattern. The sideways stiffness is $V'/r$, which vanishes at zero pressure and is negative under compression. A bond that pushes outwards gains room when its ends slip sideways.

**One angle.** The unit vector along bond $i$ changes by $[\mathbf d_i-\mathbf n_i(\mathbf n_i\cdot\mathbf d_i)]/r$. With $\mathbf n_i\cdot\mathbf n_j=-1/3$ this gives, at an A atom,

$$\delta\cos\theta_{ij}=\frac1r\left[\mathbf n_j\cdot\mathbf d_i+\mathbf n_i\cdot\mathbf d_j+\tfrac13(\mathbf n_i\cdot\mathbf d_i+\mathbf n_j\cdot\mathbf d_j)\right]. \tag{3}$$

At a B atom every $\mathbf n$ changes sign. Because $\Delta=0$ in the reference lattice, the second-order angle energy needs the first-order change (3) and nothing more.

**The TA pattern at X.** The wave vector is $(2\pi/a)(1,0,0)$, so atoms of one sublattice reverse their displacement every $a/2$ along $x$. Take $\mathbf u_A=u\hat{\mathbf y}$ in the plane $x=0$ and $\mathbf u_B=u\hat{\mathbf z}$ in the plane $x=a/4$. The B atoms at $x=-a/4$ then move by $-u\hat{\mathbf z}$.

Symmetry shows that this is a normal mode. A half-turn about $x$ through an A atom separates transverse from longitudinal motion. Let $\mathbf f=(0,1,1)/\sqrt2$ and $\mathbf f'=(0,1,-1)/\sqrt2$. The mirror exchanging $y$ and $z$ separates motion along $\mathbf f$ from motion along $\mathbf f'$. Inversion through a bond centre sends $(\mathbf u_A,\mathbf u_B)$ to $(-\mathbf u_B,-\mathbf u_A)$, which separates equal from opposite amplitudes. Hence $(\mathbf f,\mathbf f)$ and $(\mathbf f',-\mathbf f')$ are normal modes. The operation $(x,y,z)\to(-x,z,-y)$ about an A atom preserves the crystal and turns the first into the second, because it also exchanges the B planes at $\pm a/4$, whose displacements are opposite. The two are degenerate, and the chosen pattern is proportional to their sum.

The relative displacements around the A atom are

$$\mathbf d_1=\mathbf d_2=u(0,-1,1),\qquad \mathbf d_3=\mathbf d_4=u(0,-1,-1).$$

Each is perpendicular to its own bond; for example, $\mathbf n_1\cdot\mathbf d_1\propto-1+1=0$. Each has $d_\perp^2=2u^2$. Four bonds per cell give

$$4\cdot\tfrac12\frac{V'}{r}\,2u^2=4\frac{V'}{r}u^2 .$$

For the angles, (3) reduces to its first two terms:

- pair 13: $(-2-2)u/(\sqrt3\,r)=-4u/(\sqrt3\,r)$;
- pair 24: $(2+2)u/(\sqrt3\,r)=+4u/(\sqrt3\,r)$;
- pairs 14 and 23: the two terms are $+2$ and $-2$ and cancel;
- pairs 12 and 34: both terms vanish.

The energy at this atom is $\tfrac12K\cdot2\cdot16u^2/(3r^2)=16Ku^2/(3r^2)$. Inversion through the centre of bond 1, followed by the mirror exchanging $y$ and $z$, exchanges the sublattices and turns the pattern into its negative. The energy at a B atom is therefore equal.

The coupling $\kappa$ drops out. Around the B atom at $x=a/4$ the relative displacements are $u(0,1,-1)$ for bonds 1 and 2 and $u(0,-1,-1)$ for bonds 3 and 4. There the pairs 14 and 23 change, while 13 and 24 do not. The coupling links equal pairs on A and B, so each product contains a zero.

The peak kinetic energy per cell, $\tfrac12M\omega^2(u^2+u^2)=\lambda u^2$, equals the peak potential energy. Therefore

$$\boxed{\lambda_{TA}(X)=4\frac{V'(r)}{r}+\frac{32}{3}\frac{K(r)}{r^2}} \tag{4}$$

**The numbers.** At zero pressure the first term vanishes and

$$\lambda=\frac{32}{3}\cdot\frac{1.2}{2.35^2}=2.318\ \text{eV/Å}^2 .$$

Numerical second derivatives of the full nonlinear energy of an eight-atom periodic cell, with no displacement pattern assumed, give the same value.

At 10 GPa, or 0.0624 eV/Å$^3$, equation (1) turns the bond term into

$$4\frac{V'}{r}=-\frac{16}{\sqrt3}\,rP=-9.238\times2.287\times0.0624=-1.32\ \text{eV/Å}^2 .$$

The angle term grows by $(2.350/2.287)^{10}$ to 3.04 eV/Å$^2$. The sum is 1.725 eV/Å$^2$, and the phonon energy becomes $18.60\sqrt{1.725/2.318}=16.05$ meV. In frequency, the mode falls from 4.50 to 3.88 THz. The angles do stiffen, as the naive argument expects, but the outward push of the bonds takes away more than they add.

The cause can be isolated. Shorten the bonds by 1% and $\lambda$ falls from 2.318 to 2.122 eV/Å$^2$. Shorten them equally, but move the minimum of $V$ to the new length so that the bond force vanishes, and $\lambda$ rises to 2.563 eV/Å$^2$. Geometry and angular constants are the same in both cases.

## The correct general statement

The Grüneisen parameter of a mode is $\gamma=-d\ln\omega/d\ln v$, taken here at fixed wave vector in units of $2\pi/a$. A negative value means softening under compression. Since $v\propto r^3$ and $\omega\propto\lambda^{1/2}$,

$$\gamma=-\frac16\frac{d\ln\lambda}{d\ln r}. \tag{5}$$

Let a mode be normalized to $|\mathbf u_A|^2+|\mathbf u_B|^2=1$. Let $S_\parallel$ and $S_\perp$ be the sums of $|d_\parallel|^2$ and $|\mathbf d_\perp|^2$ over the four bonds of a cell, and let $\lambda_\theta$ be the angular part of $\lambda$.

**Statement.** In this model, in the harmonic approximation and at zero pressure,

$$\boxed{\gamma=\frac{(p+2)\lambda_\theta-r_0V'''(r_0)\,S_\parallel-k\,S_\perp}{6\lambda},\qquad \lambda=kS_\parallel+\lambda_\theta} \tag{6}$$

For an ordinary bond $V'''(r_0)<0$, so the first two terms harden the mode. Sideways motion softens it. The mode softens if and only if

$$kS_\perp>(p+2)\lambda_\theta-r_0V'''S_\parallel .$$

**Proof.** Let $\mathcal D$ be the dynamical matrix without its mass factor and $e$ the normalized mode, so $\lambda=e^\dagger\mathcal De$. When $r$ changes, the terms containing $de$ add up to $\lambda\,d(e^\dagger e)=0$. Hence $d\lambda=e^\dagger(d\mathcal D)e$, and the pattern may be held fixed. (For degenerate modes that symmetry keeps degenerate, any combination serves.) By (2), at any bond length,

$$\lambda=V''S_\parallel+\frac{V'}{r}S_\perp+\lambda_\theta .$$

For a fixed pattern, the phases and bond directions do not depend on $r$. The three derivatives are:

- $dV''/d\ln r=rV'''$;
- $d(V'/r)/d\ln r=V''-V'/r$, which equals $k$ at $r_0$ because $V'(r_0)=0$;
- $d\lambda_\theta/d\ln r=-(p+2)\lambda_\theta$, with $p$ from the constants $K,\kappa$ and 2 from the factor $1/r^2$ in the squared angle changes.

Their sum, inserted in (5), is (6). ∎

The second derivative explains the strength of the effect. At zero pressure the stiffness $k$ contributes nothing to the frequency of a purely sideways mode, yet it controls how fast the frequency changes.

### TA at X: the condition for softening

Here $u^2=1/2$, so $S_\parallel=0$ and $S_\perp=4\cdot2u^2=4$. With $\lambda=32K_0/(3r_0^2)$,

$$\gamma_{TA}(X)=\frac{p+2}{6}-\frac{kr_0^2}{16K_0}=1.667-2.977=-1.310. \tag{7}$$

Frequencies of the nonlinear supercell at slightly different volumes also give $-1.310$.

Softening needs angles that are weak compared with the bonds. With the other parameters fixed, the sign changes at

$$K_0=\frac{6kr_0^2}{16(p+2)}=2.14\ \text{eV}.$$

For $K_0=2.7$ eV both (7) and the supercell give $+0.344$. The diamond structure alone does not ensure a negative value. The exponent matters too: at $K_0=1.2$ eV, $\gamma$ is $-1.98$ for $p=4$ and $-0.64$ for $p=12$, and it reaches zero near $p=15.9$.

### TA at L: the same value

At L, with wave vector $(\pi/a)(1,1,1)$, let an A atom and its neighbours 2, 3 and 4 move by $\mathbf v\perp\mathbf n_1$, and neighbour 1 by $-\mathbf v$. The threefold axis separates transverse from longitudinal motion, and inversion through the centre of bond 2 separates this pattern from the optical one.

Bond 1 has $\mathbf d_1=-2\mathbf v$, purely sideways; the other three have $\mathbf d=0$. Three angles change, by $-2\mathbf n_i\cdot\mathbf v/r$ with $i=2,3,4$. Since $\sum_i(\mathbf n_i\cdot\mathbf v)^2=\tfrac43v^2$, the two atoms of a cell store

$$2\cdot\tfrac12K\cdot4\cdot\tfrac43\frac{v^2}{r^2}=\frac{16}{3}\frac{Kv^2}{r^2}.$$

Each changed angle is coupled to two others, one changing equally and one oppositely, so $\kappa$ cancels. The bond energy is $\tfrac12(V'/r)4v^2=2(V'/r)v^2$. Thus $\lambda_{TA}(L)=2V'/r+16K/(3r^2)$, half the value at X at every bond length, and $\gamma$ is again $-1.310$.

### Long waves along [100]: hardening instead of softening

Consider a long TA wave along $x$ with displacement along $y$. Locally it is a shear $g=du_y/dx$, during which sublattice B may shift by $s$ along $z$ relative to A. A half-turn about $z$ leaves $g$ unchanged and reverses shifts along $x$ and $y$, so those are absent. With $c=gr/\sqrt3$ and $\sigma=(+,+,-,-)$ for the four bonds,

$$\mathbf d_i=c\,\sigma_i\hat{\mathbf y}+s\,\hat{\mathbf z},\qquad (\mathbf n_i\cdot\mathbf d_i)^2=\frac{(c+s)^2}{3}.$$

By (3), pairs 14 and 23 change by $\mp4(c-2s)/(3\sqrt3\,r)$ and the others do not change. At a B atom both $\mathbf n$ and $\mathbf d$ reverse, so the changes are equal to those at A. The coupling now adds: a cell has four products of equal changes, and $K$ is replaced by $K+2\kappa$. At zero pressure the energy per cell is

$$E=A(c+s)^2+b(c-2s)^2,\qquad A=\frac{2k}{3},\quad b=\frac{32(K_0+2\kappa_0)}{27r_0^2}.$$

Setting $dE/ds=0$ gives $2A(c+s)=4b(c-2s)$. Since $c-2s=3c-2(c+s)$, this means

$$c+s=\frac{6b}{A+4b}\,c,\qquad E=\frac{9Ab}{A+4b}\,c^2 .$$

For a wave vector $q$ in units of $2\pi/a$, $g$ has amplitude $(2\pi q/a)u$, and $\lambda=(\pi^2q^2/4)E/c^2$. The prefactor does not change under compression, so (6) can be used with energies in place of stiffnesses.

Take $c=1$ Å. Then $A=6.90$ and $b=0.472$ eV/Å$^2$, $c+s=0.322$ Å and $s=-0.678$ Å. The energy $E=3.336$ eV consists of 0.717 eV from stretching and 2.619 eV from angles. Half the sideways sum is $2(c^2+s^2)-\tfrac23(c+s)^2=2.849$ Å$^2$. For a Morse bond $V'''(r_0)=-3\alpha k$, so $-r_0V'''/k=10.575$. The three terms of (6) give

$$\gamma=\frac{10(2.619)+10.575(0.717)-10.35(2.849)}{6(3.336)}=1.308+0.379-1.473=+0.214 .$$

The sideways term is still there, but relative to its sideways motion the wave is about twice as stiff as the TA mode at X, which halves the term. The wave also stretches bonds slightly. The coupling decides the sign: with $\kappa_0=0$ and all else fixed, the same steps give about $-1.1$. Long waves feel $\kappa$, while the TA modes at X and L do not. Along [100], $\gamma$ decreases from $+0.21$ through zero at $q=0.32$ to $-1.31$ at X.

### An optical mode

At the zone centre the sublattices move oppositely, $\mathbf u_B=-\mathbf u_A$, so $|\mathbf d|^2=2$ on every bond. Since $\sum_i(\mathbf n_i\cdot\mathbf d)^2=\tfrac43|\mathbf d|^2$, $S_\parallel=8/3$ and $S_\perp=8-8/3=16/3$.

Equation (3) gives $\delta\cos\theta_{ij}=\tfrac43(\mathbf n_i+\mathbf n_j)\cdot\mathbf d/r$. Because $\sum_i\mathbf n_i=0$, the squares of $(\mathbf n_i+\mathbf n_j)\cdot\mathbf d$ over the six pairs sum to $\tfrac83|\mathbf d|^2$. All coupled changes are equal, so

$$\lambda_\theta=2(K_0+2\kappa_0)\frac{256}{27r_0^2}=7.55\ \text{eV/Å}^2,\qquad kS_\parallel=27.60\ \text{eV/Å}^2 .$$

Equation (6) then gives

$$\gamma=\frac{75.5+291.9-55.2}{6(35.15)}=+1.48 .$$

This mode also moves bonds sideways, but stretching dominates and it hardens. On a $6\times6\times6$ grid of wave vectors about a quarter of all modes have negative $\gamma$.

## Higher pressure and real silicon

A constant $\gamma=-1.31$ would predict $18.60\times0.9215^{1.31}=16.7$ meV at 10 GPa, where the volume ratio is 0.9215. The model gives 16.05 meV, because $\gamma$ itself has reached $-2.46$. Equation (4) reaches zero at 40.9 GPa, for X and L together. No mode on a coarse $4\times4\times4$ grid becomes unstable earlier.

That pressure is no prediction for silicon, which changes to another crystal structure at roughly 12 GPa. The parameters were chosen in silicon's rough regime: the model bulk modulus of 102 GPa and the TA(X) frequency of 4.5 THz are close to the real values, and the measured $\gamma_{TA}(X)$ is roughly $-1.4$. Other properties fit less well. The model's shear stiffness for long TA waves along [100] is 49 GPa, against roughly 80 GPa in silicon, so the long-wave value $\gamma=+0.21$ is a property of the model and no prediction for silicon. The model's TO(X) energy of 64 meV is above the real value of roughly 58 meV, and its zone-centre optical $\gamma$ of 1.48 is well above the real value of roughly 1. Real silicon also has longer-ranged forces carried by its electrons, which the angular terms imitate crudely. The spread of $\gamma_{TA}(X)$ with $p$, from $-1.98$ to $-0.64$, indicates how strongly the result depends on that part of the model.

Two neglected effects can be sized at 300 K. Vibrations, mostly zero-point motion, add a pressure of 0.81 GPa, which expands the static lattice by about $0.81/102=0.8\%$ in volume and raises the TA(X) frequency by about 1%. This too is the reverse of the usual expectation. An atom treated as an independent oscillator at the TA(X) frequency has a root-mean-square thermal displacement of 0.11 Å along one direction. With that displacement frozen into the TA(X) pattern used above, the energy differs from its harmonic value by less than 0.1% if the angular constants follow the individual bond lengths, and by about 2% if they are held fixed. For the degenerate mode $(\mathbf f,\mathbf f)$ the differences are about 2% and 4%. This second estimate omits the coupling to other modes, so it does not bound the full thermal shift. Both estimates are small beside the 14% fall of the frequency between zero pressure and 10 GPa. The remaining computed values are in the numerical output below.

## Calculated quantities

```
bond length r0 = 2.35 A; mass = 28.0 u
Morse depth = 2.3 eV; range parameter = 1.5 1/A
K0 = 1.2 eV; kappa0 = 0.5 eV; power p = 8
bond stiffness V''(r0) = 10.350 eV/A^2
bulk modulus = 0.6357 eV/A^3 = 101.9 GPa
largest spectrum mismatch = 6.3e-06 eV/A^2
TA(X) stiffness, formula = 2.3178 eV/A^2
TA(X) stiffness, supercell = 2.3178 eV/A^2
gamma TA(X): angle part = +1.667
gamma TA(X): bond part = -2.977
gamma TA(X), formula = -1.310
gamma TA(X), supercell = -1.310
stiff angles K0 = 2.7 eV: gamma formula = +0.344
stiff angles K0 = 2.7 eV: gamma supercell = +0.344
gamma TA(X) if p = 0: -2.644
gamma TA(X) if p = 4: -1.977
gamma TA(X) if p = 12: -0.644
power p at which gamma TA(X) = 0: 15.86
bonds 1% shorter, with bond force: 2.1219 eV/A^2
bonds 1% shorter, force removed: 2.5628 eV/A^2
gamma TA(L) = -1.310
gamma TA [100], long-wave limit = +0.214
gamma TA [100] at q = 0.2 (2pi/a): +0.131
gamma TA [100] at q = 0.4 (2pi/a): -0.129
gamma TA [100] at q = 0.6 (2pi/a): -0.567
gamma TA [100] at q = 0.8 (2pi/a): -1.068
gamma TA [100] at q = 1.0 (2pi/a): -1.310
gamma changes sign at q = 0.318 (2pi/a)
gamma LA(X) = +1.486; TO(X) = +1.679
gamma optical(Gamma) = +1.480
share of modes with gamma < 0 (6x6x6 grid) = 24.7 %
P = 0.0000 eV/A^3 = 0 GPa: r = 2.3500 A
  volume ratio = 1.0000
  bond term = 0.000 eV/A^2
  angle term = 2.318 eV/A^2
  TA(X) = 18.60 meV = 4.498 THz
  LA(X) = 51.97 meV; TO(X) = 64.49 meV
P = 0.0312 eV/A^3 = 5 GPa: r = 2.3155 A
  volume ratio = 0.9566
  bond term = -0.668 eV/A^2
  angle term = 2.688 eV/A^2
  TA(X) = 17.37 meV = 4.199 THz
  LA(X) = 55.47 meV; TO(X) = 69.37 meV
P = 0.0624 eV/A^3 = 10 GPa: r = 2.2868 A
  volume ratio = 0.9215
  bond term = -1.319 eV/A^2
  angle term = 3.044 eV/A^2
  TA(X) = 16.05 meV = 3.880 THz
  LA(X) = 58.53 meV; TO(X) = 73.59 meV
gamma TA(X) at 10 GPa = -2.458
TA(X) reaches zero at r = 2.1712 A, 40.9 GPa
first unstable sampled mode at 40.9 GPa
vibrational pressure, 300 K = 0.813 GPa
its relative shift of TA(X) frequency = +1.05 %
thermal amplitude, TA(X) oscillator, 300 K = 0.1078 A
anharmonic energy excess there = -0.06 %
```
